# Leading three-point grid error of the harmonic oscillator and Richardson extrapolation: a numerical check

```python
"""
Three-point grid levels of the harmonic oscillator and Richardson extrapolation.

Result under test (energy unit hbar*omega, length unit sqrt(hbar/(m*omega))):
  E_n(h) = n + 1/2 + c2*h^2 + c4*h^4 + ...
  c2 = -(2n^2+2n+1)/32,   c4 = -(2n+1)(n^2+n+1)/512
  R_n = (4 E_n(h/2) - E_n(h))/3 has leading error -c4*h^4/4.
Symbols: h grid spacing, n level index, p momentum, x position,
E_n(h) eigenvalue of the grid Hamiltonian, R_n extrapolated level.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.hermite import Hermite, hermgauss
from scipy.linalg import eigh_tridiagonal

LEVELS = range(6)
HALF_WIDTH = 12.0


def c2_formula(n):
    return -(2*n*n + 2*n + 1) / 32


def c4_formula(n):
    return -(2*n + 1) * (n*n + n + 1) / 512


def grid_matrix(h, half_width=HALF_WIDTH, offset=0.0):
    """Points, diagonal and off-diagonal of the three-point Hamiltonian."""
    count = round(half_width / h)
    x = h * (np.arange(-count, count + 1) + offset)
    diagonal = 1 / h**2 + x**2 / 2
    off_diagonal = np.full(len(x) - 1, -0.5 / h**2)
    return x, diagonal, off_diagonal


def grid_levels(h, half_width=HALF_WIDTH, offset=0.0):
    _, diagonal, off_diagonal = grid_matrix(h, half_width, offset)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select='i', select_range=(0, 20))


def state_polynomial(n, derivative=0):
    """Polynomial P with d^k psi_n/dx^k = P(x) exp(-x^2/2)."""
    poly = Hermite.basis(n).convert(kind=Polynomial)
    poly = poly / math.sqrt(2**n * math.factorial(n) * math.sqrt(math.pi))
    for _ in range(derivative):
        poly = poly.deriv() - Polynomial([0, 1]) * poly
    return poly


def state(n, x, derivative=0):
    return state_polynomial(n, derivative)(x) * np.exp(-x**2 / 2)


# Stencil expansion against analytic derivatives of an eigenfunction.
step = 0.1
points = np.linspace(-3, 3, 25)
stencil = (state(3, points + step) - 2*state(3, points)
           + state(3, points - step)) / step**2
series = (state(3, points, 2) + step**2 * state(3, points, 4) / 12
          + step**4 * state(3, points, 6) / 360)
# The first omitted term is of order step^6 times an eighth derivative/20160.
assert np.max(np.abs(stencil - series)) < 1e-6

# Momentum and position moments by quadrature of the defining integrals.
nodes, weights = hermgauss(40)
p4, x4, p6 = [], [], []
for n in LEVELS:
    p4.append(np.sum(weights * state_polynomial(n, 2)(nodes)**2))
    p6.append(np.sum(weights * state_polynomial(n, 3)(nodes)**2))
    x4.append(np.sum(weights * nodes**4 * state_polynomial(n)(nodes)**2))
    x2 = np.sum(weights * nodes**2 * state_polynomial(n)(nodes)**2)
    assert abs(x2 - (n + 0.5)) < 1e-9
    assert abs(p4[n] - x4[n]) < 1e-8
    assert abs(p4[n] - 0.75 * (2*n*n + 2*n + 1)) < 1e-8
    assert abs(p6[n] - 0.625 * (4*n**3 + 6*n*n + 8*n + 3)) < 1e-7

# Fourth-order coefficient from explicit oscillator matrices.
size = 40
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
difference = lower.T - lower
p2_matrix = -difference @ difference / 2
p4_matrix = p2_matrix @ p2_matrix
p6_matrix = p4_matrix @ p2_matrix
first_part, second_part = [], []
for n in LEVELS:
    first_part.append(p6_matrix[n, n] / 720)
    second_part.append(sum((p4_matrix[m, n] / 24)**2 / (n - m)
                           for m in range(size) if m != n))
    expected_second = -(34*n**3 + 51*n*n + 59*n + 21) / 4608
    assert abs(second_part[n] - expected_second) < 1e-10
    assert abs(first_part[n] + second_part[n] - c4_formula(n)) < 1e-10

# Diagonalized grid Hamiltonians.
h = 0.2
coarse, fine, finest = (grid_levels(s) for s in (h, h/2, h/4))
exact = np.arange(21) + 0.5
error_coarse, error_fine, error_finest = (
    e - exact for e in (coarse, fine, finest))
richardson = (4*fine - coarse) / 3
richardson_error = richardson - exact
richardson_fine_error = (4*finest - fine) / 3 - exact

c2_grid, c4_grid = [], []
for n in LEVELS:
    scaled_fine = error_fine[n] / (h/2)**2
    scaled_finest = error_finest[n] / (h/4)**2
    c2_grid.append((4*scaled_finest - scaled_fine) / 3)
    c4_grid.append((scaled_fine - scaled_finest) / (0.75 * (h/2)**2))
    assert error_coarse[n] < 0
    assert abs(c2_grid[n] / c2_formula(n) - 1) < 1e-4
    # The neglected h^6 term enters c4_grid at about the one per cent level.
    assert abs(c4_grid[n] / c4_formula(n) - 1) < 0.02
    # The h^6 term enters the extrapolated error at a few per cent.
    assert abs(richardson_error[n] / (-c4_formula(n)*h**4/4) - 1) < 0.07
    assert abs(error_coarse[n] / error_fine[n] - 4) < 0.1
    assert abs(richardson_error[n] / richardson_fine_error[n] - 16) < 1

# Expectation of the grid Hamiltonian in sampled continuum eigenfunctions.
x, diagonal, off_diagonal = grid_matrix(h/2)
for n in LEVELS:
    psi = state(n, x)
    assert abs((h/2) * np.sum(psi**2) - 1) < 1e-11
    mean = (h/2) * (np.sum(diagonal * psi**2)
                    + 2 * np.sum(off_diagonal * psi[1:] * psi[:-1]))
    predicted = c2_formula(n)*(h/2)**2 + p6[n]*(h/2)**4/720
    # The next term is of order h^6 <p^8>/40320.
    assert abs(mean - exact[n] - predicted) < 1e-6

# Box width and position of the grid relative to the well centre.
box_change = np.max(np.abs(grid_levels(h, 14.0)[:6] - coarse[:6]))
offset_change = np.max(np.abs(grid_levels(h, offset=0.3)[:6] - coarse[:6]))
assert box_change < 1e-10 and offset_change < 1e-10

# Loss of accuracy of the first-order formula for a high level.
high = 20
high_first_order = c2_formula(high) * h**2
high_excess = error_coarse[high] / high_first_order - 1
high_estimate = h**2 * (2*high + 1) / 32
assert abs(high_excess / high_estimate - 1) < 0.25

print("Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))")
print(f"coarse spacing h = {h:.2f}, fine spacing h/2 = {h/2:.2f}")
print(f"box half-width = {HALF_WIDTH:.1f}")
print(f"grid points: coarse {2*round(HALF_WIDTH/h)+1}, "
      f"fine {2*round(HALF_WIDTH/(h/2))+1}")
print("n, <p^4> by quadrature, c2 formula, c2 from grids")
for n in LEVELS:
    print(f"{n} {p4[n]:9.4f} {c2_formula(n):10.6f} {c2_grid[n]:10.6f}")
print("n, E(h), E(h/2), Richardson level")
for n in LEVELS:
    print(f"{n} {coarse[n]:11.8f} {fine[n]:11.8f} {richardson[n]:11.8f}")
print("n, error at h, first-order shift at h, error at h/2, shift at h/2")
for n in LEVELS:
    print(f"{n} {error_coarse[n]:11.8f} {c2_formula(n)*h**2:11.8f} "
          f"{error_fine[n]:11.8f} {c2_formula(n)*(h/2)**2:11.8f}")
print("n, Richardson error, predicted h^4 remainder")
for n in LEVELS:
    print(f"{n} {richardson_error[n]:.4e} {-c4_formula(n)*h**4/4:.4e}")
print("n = 3: c4 parts (first order, second order), sum, c4 from grids")
print(f"{first_part[3]:.6f} {second_part[3]:.6f} "
      f"{first_part[3]+second_part[3]:.6f} {c4_grid[3]:.6f}")
print("n = 3: error ratios on halving h (raw, Richardson)")
print(f"{error_coarse[3]/error_fine[3]:.3f} "
      f"{richardson_error[3]/richardson_fine_error[3]:.3f}")
print(f"n = 3: |raw error at h/2| / |Richardson error| = "
      f"{abs(error_fine[3]/richardson_error[3]):.1f}")
print(f"n = {high}, h = {h}: error {error_coarse[high]:.5f}, "
      f"first-order shift {high_first_order:.5f}")
print(f"n = {high}: relative excess {high_excess:.4f}, "
      f"estimate h^2(2n+1)/32 = {high_estimate:.4f}")
print("largest level change, wider box and shifted grid, below 1e-10:",
      box_change < 1e-10 and offset_change < 1e-10)
print("all assertions hold")
```

Running it gives:

```
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
coarse spacing h = 0.20, fine spacing h/2 = 0.10
box half-width = 12.0
grid points: coarse 121, fine 241
n, <p^4> by quadrature, c2 formula, c2 from grids
0    0.7500  -0.031250  -0.031250
1    3.7500  -0.156250  -0.156250
2    9.7500  -0.406250  -0.406249
3   18.7500  -0.781250  -0.781247
4   30.7500  -1.281250  -1.281243
5   45.7500  -1.906250  -1.906235
n, E(h), E(h/2), Richardson level
0  0.49874685  0.49968730  0.50000079
1  1.49372152  1.49843574  1.50000714
2  2.48363863  2.49593063  2.50002797
3  3.46845872  3.49216962  3.50007325
4  4.44814129  4.48715031  4.50015332
5  5.42264472  5.48087030  5.50027883
n, error at h, first-order shift at h, error at h/2, shift at h/2
0 -0.00125315 -0.00125000 -0.00031270 -0.00031250
1 -0.00627848 -0.00625000 -0.00156426 -0.00156250
2 -0.01636137 -0.01625000 -0.00406937 -0.00406250
3 -0.03154128 -0.03125000 -0.00783038 -0.00781250
4 -0.05185871 -0.05125000 -0.01284969 -0.01281250
5 -0.07735528 -0.07625000 -0.01912970 -0.01906250
n, Richardson error, predicted h^4 remainder
0 7.8866e-07 7.8125e-07
1 7.1432e-06 7.0313e-06
2 2.7968e-05 2.7344e-05
3 7.3254e-05 7.1094e-05
4 1.5332e-04 1.4766e-04
5 2.7883e-04 2.6641e-04
n = 3: c4 parts (first order, second order), sum, c4 from grids
0.164062 -0.341797 -0.177734 -0.179050
n = 3: error ratios on halving h (raw, Richardson)
4.028 16.365
n = 3: |raw error at h/2| / |Richardson error| = 106.9
n = 20, h = 0.2: error -1.11359, first-order shift -1.05125
n = 20: relative excess 0.0593, estimate h^2(2n+1)/32 = 0.0513
largest level change, wider box and shifted grid, below 1e-10: True
all assertions hold
```
